Collision and path-length estimators of deposited energy: equal means, unequal variances

**1. Result**

An ion moves through a random solid and collides with atoms. In a layer of that solid, its deposited energy can be scored in three ways:

C = sum of the sampled energy transfers T over the collisions in the layer
K = sum of the expected transfers T̄ over the same collisions
L = ∫ Σ T̄ ds along the path inside the layer

Here Σ is the collision probability per unit path. All three scores also include the same electronic loss in the layer and the same residual energy of ions that stop there. Then

E[C] = E[K] = E[L]   (1)

For either collision score, with g = T for C and g = T̄ for K,

Var(collision score) − Var(L) = E Σ_coll g [g + 2u(x′) − 2u(x)]   (2)

The sum runs over collisions in the layer. The states just before and just after a collision are x and x′, and u is the expected future score of an ion in a given state. Under the conditions of section 5, the right side of (2) is positive for a thin layer that ions cross and negative for a layer that every ion enters and none leaves, so neither type of estimator is always better.

**2. Assumptions**

A state x consists of position, direction and energy E. Before a square bracket or a sum over collisions, E denotes the expectation instead. The solid is amorphous and collisions have no memory: in a path element ds the ion collides with probability Σ(x) ds, whatever happened before. Given x, a collision draws T and x′ from a fixed law with mean transfer T̄(x). Between collisions the ion flies straight and loses energy continuously at the electronic rate e(x). A history ends when the ion leaves the solid for good or falls to a stop energy, where the residual energy is scored. Second moments are finite.

"Deposited" means given up by the primary ion. Recoiling atoms are not followed.

Homogeneity is sufficient for (1) but not needed, since the derivation allows Σ to vary along the path. In a homogeneous layer whose nuclear stopping S = ΣT̄ does not depend on energy, L becomes S times the path length in the layer, plus the common terms.

**3. Equality of the means**

Consider one flight. Let s be the distance flown and S_end the distance at which the history would end without a collision. Let h(s) be 1 inside the layer and 0 outside. With

τ(s) = ∫₀ˢ Σ ds′

the probability of no collision before s is e^(−τ), because it obeys dP/ds = −ΣP with P(0) = 1. The collision distance therefore has density Σe^(−τ). The expected collision score of the flight is

c = ∫₀^S_end h T̄ Σ e^(−τ) ds   (3)

This holds for both collision scores, since T has mean T̄.

For the path score define F(s) = ∫₀ˢ h Σ T̄ ds′. The flight scores F(s) if it ends in a collision at s, and F(S_end) if it does not collide:

l = ∫₀^S_end F Σ e^(−τ) ds + F(S_end) e^(−τ(S_end))

Because Σe^(−τ) = −d(e^(−τ))/ds, integration by parts gives

l = −[F e^(−τ)]₀^S_end + ∫₀^S_end F′ e^(−τ) ds + F(S_end) e^(−τ(S_end))

The boundary term at s = 0 vanishes since F(0) = 0, and the one at S_end cancels the last term. With F′ = hΣT̄ what remains is (3), so l = c.

This holds for every starting state of a flight. Taking the expectation over starting states and summing over flights gives (1). The terms are non-negative, so sum and expectation may be exchanged. Ions that leave the layer and return are included through h.

The exponential law must use the same Σ that enters L. If every flight is instead made one mean free path long, the proof fails at (3). In the ion model of section 6, the 0–1 nm layer then receives a mean C of 37.0 eV but a mean L of 119.9 eV. The first collision lies beyond 1 nm, so C misses the first passage while L scores it. The difference, 82.9 eV, is close to the nuclear stopping of 83.15 eV/nm times 1 nm. With fixed flights the two scores are therefore not interchangeable near an entrance surface. Here L is much nearer than C to the 131 eV that the exponential law gives (section 6), because the fixed first flight rules out any collision in the layer on the way in.

**4. The variance difference**

Let D be the derivative along the flight, including the electronic slowing down. Write u′ for u(x′), and ⟨…⟩ for the average over the outcome of a collision at x. Over a path ds the ion either flies on, with probability 1 − Σds, or collides. The expected future score is

u(x) = (1 − Σds)[h e ds + u + Du ds] + Σds ⟨h g + u′⟩

Keeping terms of first order in ds and using ⟨g⟩ = T̄,

−Du = h e + hΣT̄ + Σ⟨u′ − u⟩   (4)

By (1) this u serves all three scores.

Let m_C be the second moment of the future collision score, for either choice of g. If there is no collision, the score is h e ds plus a future with mean u, whose square adds 2h e u ds to first order. After a collision the score is hg + X′, where X′ is the future from x′. Given x′, X′ does not depend on g and has mean u′, so

⟨(hg + X′)²⟩ = ⟨h g² + 2h g u′ + m_C′⟩

where h² = h. Therefore

−Dm_C = 2h e u + Σ⟨h g² + 2h g u′ + m_C′ − m_C⟩   (5)

The path score collects h(e + ΣT̄)ds on every path element and nothing at the collision itself. Its second moment m_L obeys

−Dm_L = 2h(e + ΣT̄)u + Σ⟨m_L′ − m_L⟩   (6)

Subtract (6) from (5) and set δ = m_C − m_L. The electronic terms cancel. Since T̄ = ⟨g⟩ and u does not depend on the collision outcome, 2hΣT̄u = hΣ⟨2gu⟩, and

−Dδ = hΣ⟨g(g + 2u′ − 2u)⟩ + Σ⟨δ′ − δ⟩   (7)

Equation (7) has the form of (4), with g replaced by g(g + 2u′ − 2u) and without continuous loss. At the end of a history both second moments equal the square of the same residual score, so δ = 0 there. Its solution is thus the expected sum of g(g + 2u′ − 2u) over the collisions in the layer. Because the means are equal, δ at the starting state is the difference of the variances, which proves (2). For a spread of starting states, δ is averaged over them.

The term g² is the noise of scoring in lumps. The term 2g(u′ − u) is the correlation of a lump with what follows. In a layer thick enough to stop the ion, an ion that has just lost much energy has less left to deposit, which makes this term negative and favours the collision score. In a thin layer the term can have either sign, since a collision may also turn the ion onto a longer path inside the layer.

**5. Limits and a closed case**

Thin layer. Let an ion cross an isolated layer of thickness d at normal incidence, with d much smaller than the mean free path. Assume that a single collision does not bring the ion to the stop energy with residual energy left to score. A collision occurs with probability Σd, and two or more have a probability of higher order. Hence, to first order in d,

Var C ≈ Σd ⟨T²⟩,  Var K ≈ Σd T̄²   (8)

Without a collision, L has one fixed value. It departs from that value only in the fraction Σd of histories that collide, and there the departure itself tends to zero with d, except for exit directions exactly parallel to the faces, which have zero probability. Var L is therefore of higher order than d. The order of merit is L, then K, then C, because ⟨T²⟩ ≥ T̄².

Thick layer. Suppose that every ion starts in the layer or at its entrance face, and that none leaves it. As electronic loss and residual energy are scored too, the expected future score equals the energy still carried, u = E, and u′ − u = −T. Equation (2) becomes

Var C − Var L = −E Σ_coll T²
Var K − Var L = −E Σ_coll T̄²   (9)

The second line uses ⟨T̄(T̄ − 2T)⟩ = −T̄². Energy conservation makes C equal to the initial energy in every history, so Var C = 0 and Var L = E Σ_coll T². The order of merit is reversed: C, then K, then L. This argument needs the total deposition. If nuclear transfers alone are scored, u is smaller than E and (9) does not apply, while (2) still does with the appropriate u.

Closed case. Let a single collision take the whole energy E₀, with constant Σ, no electronic loss and a layer of τ = Σd mean free paths. Then C = K, and C equals E₀ with probability 1 − e^(−τ) and zero otherwise:

Var C/E₀² = (1 − e^(−τ)) e^(−τ) = e^(−τ) − e^(−2τ)

The path score is L = E₀t, where t is the smaller of τ and an exponential variable of mean 1. Its moments are

E[t] = ∫₀^τ e^(−t) dt = 1 − e^(−τ)
E[t²] = ∫₀^τ 2t e^(−t) dt = 2 − 2(1 + τ)e^(−τ)

so that

Var L/E₀² = 2 − 2(1 + τ)e^(−τ) − (1 − e^(−τ))² = 1 − 2τe^(−τ) − e^(−2τ)

(Var C − Var L)/E₀² = (1 + 2τ)e^(−τ) − 1   (10)

Equation (2) gives the same. Here u′ = 0 and, at optical depth t, u = E₀(1 − e^(−(τ−t))), so

∫₀^τ e^(−t)[1 − 2 + 2e^(−(τ−t))] dt = −(1 − e^(−τ)) + 2τe^(−τ)

The difference (10) starts as +τ, rises until τ = 1/2, then falls towards −1. It crosses zero once, where e^τ = 1 + 2τ, at τ = 1.2564. At that thickness the two variances are equal.

**6. Worked example: boron in amorphous silicon**

Boron ions of 2000 eV enter pre-amorphised silicon at normal incidence and are followed down to 20 eV. With T = γEy and γ = 0.8092, the relative transfer y has density proportional to y^(−3/2) between y_m = 0.01 and 1. This is the Thomas–Fermi power law with exponent 1/2. In terms of x = ε√y, where ε is the reduced energy, its cross-section is dσ = πa²c dx/x² with c = 0.327 and screening length a = 0.01585 nm. For atom density N,

S = N ∫ T dσ = N πa² c γ (E/ε)(1 − √y_m)   (11)

E/ε is a constant, 2000 eV/0.2260 = 8850 eV, so S does not depend on energy. With N = 49.97 nm⁻³, (11) gives S = 83.15 eV/nm.

The mean of y is √y_m = 0.1. At the start T̄ = 0.8092 × 2000 × 0.1 = 161.8 eV, and the mean free path is 161.8/83.15 = 1.946 nm. Since T̄ is proportional to E and S is constant, Σ = B/E with constant B.

Lindhard–Scharff electronic stopping, k√E, is 29.05 eV/nm at the start. With v = √E it gives dv/ds = −k/2, so a flight of optical length τ from v₀ to v₁ obeys

τ = ∫ (B/v²) ds = (2B/k)(1/v₁ − 1/v₀),  s = 2(v₀ − v₁)/k   (12)

Drawing τ from the exponential law thus fixes the end of the flight without approximation within this model. If v₁ falls below the stop value, the flight is cut there and no collision takes place. The path score needs the part of s inside the layer, found by clipping the flight at the layer faces. For the first flight and a 4 nm layer, quadrature of the two sides of section 3 gives 139.5589 eV for both.

The following standard deviations, in eV, come from 80000 ions, with all layers scored in the same histories:

0–1 nm: C 261, K 148, L 72
0–4 nm: C 567, K 373, L 244
0–8 nm: C 666, K 501, L 367
0–16 nm: C 389, K 560, L 570
8–16 nm: C 594, K 594, L 582
whole wafer: C 108, K 645, L 752

In the 0–1 nm layer the mean is about 131 eV. A standard error of 1 % of the mean needs (260.6/130.3/0.01)² ≈ 40000 ions with C but about 3000 with L. In the whole wafer the need is 30 ions with C and about 1400 with L. These are ratios of histories, not of computing time. Among the surface layers, the advantage passes from L to C between 8 and 16 nm.

Equation (8) gives Var C ≈ 311.3²/1.946 = 49800 eV² for 1 nm, where 311.3 eV is the rms transfer. The simulated value is 260.6² = 67900 eV². The layer is half a mean free path thick and lies on a wafer that can send ions back, so the isolated thin-layer law gives the scale and not the value. In the wafer, C is not free of noise because 5.2 % of the ions escape. They carry away 22.3 eV per incident ion, which with the mean C of 1977.7 eV restores 2000 eV.

**7. Numerical tests of the two statements**

Equation (2) was also evaluated with restarted histories. In each original history one collision was picked with probability T/Q, where Q is the sum of all transfers in that history. New, independent histories were started from the states just before and just after it, giving scores X and X′. The mean of Q(T + 2X′ − 2X), counted as zero if the collision lies outside the layer, has the right side of (2) as its expectation. For 0–1 nm it gives 61900 ± 1400 eV², against 62700 ± 1000 eV² from the direct variances. For the wafer it gives −552800 ± 2600 against −553700 ± 2600 eV². All six layers agree within five joint standard errors, computed as if the two estimates were independent.

The sampled means of C and L differ by at most 2.1 standard errors in five layers. In the buried layer, 8–16 nm, they are 666.7 and 670.9 eV, a gap of 4.2 eV or 3.2 standard errors. That is large for a chance deviation, though within the five standard errors allowed by the test. The ion runs alone therefore support equality there to about 0.6 %.

A sharper test has no sampling noise. Ions go straight ahead through 13 energy levels, each 0.75 of the one above, with collision rate B/E, no electronic loss, and drops of n levels with probability proportional to n^(−3/2), normalised over the drops that do not pass the lowest level. Matrix exponentials give the moments. The three means agree within 10⁻⁷ of the initial energy. For 2 nm, Var C − Var L is 578633.4 eV² both directly and from (2); for 20 nm it is −1582108.5 eV² both ways. Equation (2) for K was tested on the same cascade and also holds.

**8. Using both scores**

Since C and L have the same mean, so has αC + (1 − α)L for any fixed α. With M = C − L,

Var(L + αM) = Var L + 2α Cov(L, M) + α² Var M

At α = 1 this is Var C, hence 2Cov(L, M) = Δ − Var M with Δ = Var C − Var L. Setting the derivative with respect to α to zero gives

α* = 1/2 − Δ/(2 Var M),  Var_min = Var L − α*² Var M   (13)

For 8–16 nm, the standard error of 1.3 eV on M gives Var M ≈ 1.3² × 80000 = 135000 eV². With Δ = 14200 eV², α* ≈ 0.45, and the variance falls from 339000 to about 312000 eV², a gain of some 8 %. To keep the mean unbiased, α should be fixed from a separate pilot run.

**9. Relation to real implants**

The uncut power law gives 0.80 of the stopping from a fitted Thomas–Fermi cross-section at 2000 eV and 1.25 at 200 eV. Omitting soft collisions removes another 10 %, so the stopping used is about 0.72 and 1.12 of that reference. Thomas–Fermi stopping is itself too high at low energies: relative to the universal (ZBL) nuclear stopping, the stopping used is about 0.95 at 2000 eV but 1.55 at 200 eV. Depths and energies per layer are therefore illustrative and should not be used as predictions for a real implant. At 200 eV the mean free path of the model is 0.19 nm, below the bond length of silicon, √3/4 × 0.543 = 0.235 nm. This value depends on the cut-off: it is proportional to 1/(1/√y_m − 1) and would be 0.44 nm for y_m = 0.04. It therefore does not by itself show whether separate binary collisions are still a good description.

Recoil transport matters especially for a thin layer at the surface. In a buried layer, recoils that enter can partly replace those that leave, but no recoils arrive from outside the solid. The energy-weighted mean recoil at the start has 599 eV and a path of about 2.8 nm, estimated from Thomas–Fermi nuclear stopping alone; the universal stopping gives about 4.4 nm. This exceeds the 1 nm layer, so 131 eV is what the ion gives up there, not what finally stays there.

In crystalline silicon, successive collisions are correlated and the memoryless law fails. The estimated channelling angle along ⟨100⟩ is 7.1°, so a beam near the normal of a (100) wafer would be steered. The equality (1) should then not be assumed for an L built from the random-solid Σ. The numerical output lists the remaining values.

Computed values

```
ion energy 2000 eV, stop energy 20 eV, ions 80000
masses B 11.009 u, Si 28.086 u; lattice 0.543 nm
atom density 49.97 per nm3, screening 0.01585 nm
gamma 0.8092, reduced energy 0.2260, y_min 0.01
nuclear stopping in model 83.15 eV/nm
electronic stopping at start 29.05 eV/nm
mean free path at start 1.946 nm
mean transfer at start 161.8 eV
rms transfer at start 311.3 eV
first flight, 4 nm: collision 139.55890 eV
first flight, 4 nm: path      139.55890 eV
single-collision case: equal variance at 1.2564 paths
cascade 2 nm: mean 843.08 eV, sd C 781.95 K 723.52 L 181.14 eV
  Var C - Var L: exact 578633.4, formula 578633.4 eV2
cascade 20 nm: mean 1936.38 eV, sd C 18.10 K 582.93 L 1257.95 eV
  Var C - Var L: exact -1582108.5, formula -1582108.5 eV2
0-1 nm: mean C 130.3 K 130.7 L 131.1 eV; error of C-L 0.8 eV
  sd C 260.6 K 148.3 L 72.0 eV; ions for 1%: C 40034 K 12869 L 3018
  Var C - Var L: direct 62745 +- 1037, formula 61932 +- 1422 eV2
0-4 nm: mean C 565.2 K 566.4 L 566.8 eV; error of C-L 1.6 eV
  sd C 567.0 K 373.3 L 244.3 eV; ions for 1%: C 10065 K 4343 L 1858
  Var C - Var L: direct 261847 +- 1713, formula 263832 +- 3954 eV2
0-8 nm: mean C 1127.2 K 1126.2 L 1128.1 eV; error of C-L 2.1 eV
  sd C 666.2 K 501.2 L 367.1 eV; ions for 1%: C 3493 K 1981 L 1059
  Var C - Var L: direct 309043 +- 1379, formula 313989 +- 5410 eV2
0-16 nm: mean C 1793.9 K 1795.6 L 1799.0 eV; error of C-L 2.5 eV
  sd C 388.8 K 560.3 L 569.9 eV; ions for 1%: C 470 K 974 L 1003
  Var C - Var L: direct -173558 +- 2214, formula -174278 +- 4371 eV2
8-16 nm: mean C 666.7 K 669.4 L 670.9 eV; error of C-L 1.3 eV
  sd C 594.4 K 594.1 L 582.4 eV; ions for 1%: C 7949 K 7876 L 7534
  Var C - Var L: direct 14199 +- 1323, formula 16741 +- 2546 eV2
wafer: mean C 1977.7 K 1979.4 L 1982.8 eV; error of C-L 2.6 eV
  sd C 107.8 K 644.8 L 751.9 eV; ions for 1%: C 30 K 1061 L 1438
  Var C - Var L: direct -553702 +- 2631, formula -552790 +- 2575 eV2
ions escaping 5.20 %, energy escaping 22.3 eV per ion
fixed flights, 0-1 nm: mean C 37.0, L 119.9 eV
stopping lost with soft collisions 10 %
power law / Thomas-Fermi stopping at 2000 eV: 0.798
power law / Thomas-Fermi stopping at 200 eV: 1.248
energy-weighted recoil 599 eV, its path 2.81 nm
channelling angle along <100> 7.1 degrees
```
